# Why phonons enhance the oscillation mass without a separate Dingle factor

## Question

In a metal with electron–phonon coupling $\lambda$, the temperature dependence of quantum oscillations gives the mass $m(1+\lambda)$, where $m$ is the band mass without phonons. The same coupling makes electrons scatter from thermal phonons, at a rate that grows rapidly on warming. Impurity scattering damps the oscillations through a Dingle factor. Why does thermal phonon scattering not add a similar factor?

## The mechanism

An oscillation is a sum of contributions from electrons at different energies near the Fermi level. Each contribution has a phase, changed by the real part of the self-energy, and a damping, set by its imaginary part. Phonons alter both, and both alterations depend on energy and temperature. The thermal sum must therefore be done with the whole complex self-energy. Taking a mass from one part and a scattering rate from the other, both at the Fermi level, does not do this.

The Fermi function has poles at imaginary energies. The sum over real energies can be turned into a sum over these poles, and the nearest one, at $i\pi T$, dominates once thermal damping is appreciable. What matters is the self-energy there. It contains the effect of real scattering, so the absence of an extra Dingle factor cannot mean that phonons fail to scatter. It must mean that their damping is already counted in the factor from which the mass is read.

To show this, take a three-dimensional metal at fixed chemical potential $\mu$ with many filled Landau levels, a wide, flat, particle-hole symmetric band, and harmonic phonons in equilibrium. The phonon self-energy is taken in Migdal's approximation and is constant over the orbit. Formulas use $k_B=\hbar=1$; $\omega_c=eB/m$ contains the band mass. Spin splitting is omitted, and the fundamental harmonic is treated.

## From Landau levels to the amplitude

Let $\omega_n=(2n+1)\pi T$ be the fermionic Matsubara frequencies. With self-energy $\Sigma$, the inverse Green function is

$$G^{-1}=i\omega_n+\mu-\varepsilon-\Sigma(i\omega_n)=i\tilde\omega_n+\mu-\varepsilon,\qquad \tilde\omega_n=\omega_n+i\Sigma(i\omega_n).$$

The grand potential can be written as $-T\sum_n\mathrm{Tr}\ln(-G^{-1})$ plus a functional of $\Sigma$ alone, and the whole is stationary with respect to $\Sigma$. The field makes $\Sigma$ oscillate slightly, but stationarity turns this into a second-order correction. In three dimensions the oscillating part of the density of states is smaller than the smooth part by a factor of order $(\omega_c/\mu)^{1/2}$. To leading order we may therefore use the smooth $\Sigma$, and only the trace of the logarithm oscillates.

Its derivative with respect to $-\mu$ is simpler. The smooth $\Sigma$ does not depend on $\mu$ in a flat band, so the derivative is $T\sum_n\mathrm{Tr}\,G$. At fixed momentum $k_z$ along the field, put $\xi=\mu-k_z^2/2m_z$, where $m_z$ is the mass along the field. For one state per Landau level we need

$$N(\xi)=T\sum_n\sum_{j\ge0}\frac{1}{\xi+i\tilde\omega_n-(j+\tfrac12)\omega_c}.$$

Poisson's formula turns the level sum into integrals:

$$\sum_{j\ge0}g\big((j+\tfrac12)\omega_c\big)=\frac1{\omega_c}\sum_{r=-\infty}^{\infty}(-1)^r\int_0^\infty d\varepsilon\,g(\varepsilon)e^{2\pi ir\varepsilon/\omega_c}.$$

The term $r=0$ is smooth. For the oscillating terms the lower limit may be moved to $-\infty$, because the band edge lies far away and contributes no oscillation in $\xi$. If $\omega_n>0$, the pole $\varepsilon=\xi+i\tilde\omega_n$ is in the upper half plane. For $r=1$ the contour closes there and gives

$$\int_{-\infty}^{\infty}d\varepsilon\,\frac{e^{2\pi i\varepsilon/\omega_c}}{\xi+i\tilde\omega_n-\varepsilon}=-2\pi i\,e^{2\pi i\xi/\omega_c}e^{-2\pi\tilde\omega_n/\omega_c}.$$

For $r=-1$ it closes below, where there is no pole. Negative frequencies give the complex conjugate. With the sign $(-1)^1$, each pair of frequencies contributes

$$\frac{2\pi i}{\omega_c}\left(e^{2\pi i\xi/\omega_c}-e^{-2\pi i\xi/\omega_c}\right)e^{-2\pi\tilde\omega_n/\omega_c}
=-\frac{4\pi}{\omega_c}\sin\frac{2\pi\xi}{\omega_c}\,e^{-2\pi\tilde\omega_n/\omega_c}.$$

Thus $N_1=-(R/\pi)\sin(2\pi\xi/\omega_c)$, with

$$R=2X\sum_{n\ge0}e^{-2\pi\tilde\omega_n/\omega_c},\qquad X=\frac{2\pi^2T}{\omega_c}.$$

Integration over $\mu$ gives the oscillating grand potential per state, $-(\omega_cR/2\pi^2)\cos(2\pi\xi/\omega_c)$. The remaining $k_z$ integral changes the prefactor and phase, but in the same way for every $n$, because $\tilde\omega_n$ does not depend on $k_z$. The leading magnetization comes from differentiating the rapid phase with respect to $B$, so it carries the same $R$.

Without interactions, $2\pi\omega_n/\omega_c=(2n+1)X$. The geometric series is $\sum_n e^{-(2n+1)X}=1/(2\sinh X)$, hence $R=X/\sinh X$.

## The self-energy at the first frequency

Let $\alpha^2F(\Omega)$ be the phonon spectrum weighted by the coupling, assumed independent of temperature and field. Exchange of a phonon with frequency transfer $\nu$ has the strength

$$\lambda(\nu)=\int_0^\infty d\Omega\,\frac{2\Omega\,\alpha^2F(\Omega)}{\Omega^2+\nu^2},\qquad \lambda=\lambda(0).$$

In Migdal's approximation, with energy now measured from $\mu$,

$$\Sigma(i\omega_n)=T\sum_m\lambda(\omega_n-\omega_m)\int_{-\infty}^{\infty}\frac{d\varepsilon}{i\tilde\omega_m-\varepsilon}.$$

The integrand is $(-i\tilde\omega_m-\varepsilon)/(\tilde\omega_m^2+\varepsilon^2)$. Its odd part cancels in a symmetric band, and its even part integrates to $-i\pi\,\mathrm{sgn}\,\omega_m$. The size of $\tilde\omega_m$ has dropped out. Since $\tilde\omega_n=\omega_n+i\Sigma$,

$$\tilde\omega_n=\omega_n+\pi T\sum_m\lambda(\omega_n-\omega_m)\,\mathrm{sgn}\,\omega_m.$$

Put $l=n-m$, so that the transfer is $2\pi Tl$. Positive $\omega_m$ means $l\le n$, and negative $\omega_m$ means $l\ge n+1$. Because $\lambda(\nu)$ is even, the positive terms with $l\le-(n+1)$ cancel all the negative ones. The terms from $-n$ to $n$ remain:

$$\tilde\omega_n=\pi T\left[2n+1+\lambda+2\sum_{l=1}^{n}\lambda(2\pi Tl)\right].$$

For $n=0$ the last sum is empty:

$$\boxed{\tilde\omega_0=\pi T(1+\lambda),\qquad \Sigma(i\pi T)=-i\pi T\lambda.}$$

Within this model the result holds at every temperature and for every shape of $\alpha^2F$. Only zero frequency transfer survives, so the static coupling $\lambda$ enters even when $T$ is comparable with phonon energies. The leading term of the amplitude is

$$R\simeq2X\,e^{-2\pi\tilde\omega_0/\omega_c}=2X\,e^{-X(1+\lambda)}.$$

Since $X\propto mT/B$, this is the thermal damping for the mass $m(1+\lambda)$. No further phonon factor may multiply it.

## Where the real scattering went

On the real axis the golden rule gives, with $n_B$ and $f$ the Bose and Fermi functions,

$$-\mathrm{Im}\,\Sigma(\varepsilon)=\pi\int d\Omega\,\alpha^2F(\Omega)\left[2n_B(\Omega)+f(\Omega+\varepsilon)+f(\Omega-\varepsilon)\right].$$

This includes absorption and emission, for electrons and holes. At $\varepsilon=0$, $n_B(\Omega)+f(\Omega)=1/\sinh(\Omega/T)$, so the scattering rate $\Gamma=-2\,\mathrm{Im}\,\Sigma(0)$ is

$$\Gamma=4\pi\int d\Omega\,\frac{\alpha^2F(\Omega)}{\sinh(\Omega/T)}.$$

It is not small on warming. Its link with $\tilde\omega_0$ follows from causality: the retarded self-energy is analytic in the upper half plane, so $-\mathrm{Im}\,\Sigma$ is a harmonic function there. It is bounded, and Poisson's integral fixes its value at $i\pi T$ from its values on the real axis:

$$\pi T\lambda=\frac1\pi\int_{-\infty}^{\infty}d\varepsilon\,[-\mathrm{Im}\,\Sigma(\varepsilon,T)]\,\frac{\pi T}{\varepsilon^2+(\pi T)^2}.$$

The phonon part of the exponent is thus an average of half the scattering rate over a Lorentzian of half-width $\pi T$. This identity was tested from the golden-rule rates for two different phonon spectra at four temperatures.

The average can be divided into two parts. At zero temperature an electron at energy $\varepsilon$ can only emit phonons with $\Omega<|\varepsilon|$, so $-\mathrm{Im}\,\Sigma_0=\pi\int_0^{|\varepsilon|}d\Omega\,\alpha^2F$. If this spectrum is kept while the Lorentzian has its thermal width, each $\Omega$ contributes

$$2\int_\Omega^\infty d\varepsilon\,\frac{\pi T}{\varepsilon^2+(\pi T)^2}=2\arctan\frac{\pi T}{\Omega}.$$

Because $\arctan x<x$ for $x>0$, the total $2\int d\Omega\,\alpha^2F\arctan(\pi T/\Omega)$ is below $\pi T\lambda$. The thermal change of the scattering spectrum must supply the deficit. Thermal scattering therefore does damp the oscillation, by the amount needed to keep the exponent linear in temperature with the coefficient $1+\lambda$.

The same conclusion follows without leaving real energies until the last step. The contribution at energy $\varepsilon$ is proportional to $F(\varepsilon)=\exp\{2\pi i[\varepsilon-\Sigma(\varepsilon)]/\omega_c\}$. Its modulus, $\exp[2\pi\,\mathrm{Im}\,\Sigma(\varepsilon)/\omega_c]$, is a Dingle factor at that energy. The poles of $f$ have residue $-T$, and closing the contour upward gives

$$\int d\varepsilon\,f(\varepsilon)F(\varepsilon)=-2\pi iT\sum_{n\ge0}e^{-2\pi\tilde\omega_n/\omega_c}.$$

The end contribution from deep in the filled band is smooth and is discarded. The left side contains all the energy-dependent Dingle factors, and the right side is the sum already in $R$. Multiplying by $\exp(-\pi\Gamma/\omega_c)$ would count the scattering twice.

## Two limits

**Cold phonons.** For $T$ far below the relevant phonon energies, $\Gamma$ is small and, near the Fermi level, $\mathrm{Re}\,\Sigma\simeq-\lambda\varepsilon$. The phase $\varepsilon-\mathrm{Re}\,\Sigma=(1+\lambda)\varepsilon$ varies faster with energy, so thermal averaging is stronger. Here $1+\lambda$ is a true quasiparticle mass enhancement. If the important $\omega_n$ are also well below the phonon energies, $\lambda(2\pi Tl)\simeq\lambda$, and $\tilde\omega_n=(1+\lambda)\omega_n$. The series then sums to the standard thermal factor for the mass $m(1+\lambda)$, apart from a constant $1/(1+\lambda)$ that does not affect the temperature dependence:

$$R_{\rm LK}=\frac{X}{\sinh[X(1+\lambda)]}.$$

**Hot phonons.** For $2\pi T$ far above all phonon energies, $\lambda(2\pi Tl)$ is negligible for $l\ge1$. Every frequency is then shifted by the same amount, $\tilde\omega_n=\omega_n+\pi T\lambda$, and

$$R\simeq e^{-\lambda X}\frac{X}{\sinh X}.$$

When $T$ itself is far above the phonon energies, $\sinh(\Omega/T)\simeq\Omega/T$. Since $\int d\Omega\,\alpha^2F/\Omega=\lambda/2$, the rate becomes $\Gamma\simeq2\pi\lambda T$. Hence $\exp(-\pi\Gamma/\omega_c)=e^{-\lambda X}$: a Dingle factor multiplies a thermal factor with the bare mass. For large $X$ the product is again $2Xe^{-X(1+\lambda)}$. Because the rate is proportional to $T$, its damping at large $X$ cannot be told from a larger mass in the temperature dependence.

Impurities behave differently. For short-range elastic scattering with lifetime $\tau$, the self-energy $-(i/2\tau)\,\mathrm{sgn}\,\omega_n$ adds the constant $1/(2\tau)$ to every $\tilde\omega_n>0$. The phonon part depends only on the signs of the frequencies and does not change. The extra factor is

$$e^{-2\pi/(2\tau\omega_c)}=e^{-\pi/(\omega_c\tau)},$$

with the band mass in $\omega_c$ and the bare $\tau$. It survives as $T\to0$, whereas the phonon part of $\tilde\omega_0$ vanishes in proportion to $T$.

## How closely the standard factor holds

The terms with $n\ge1$ contain $\lambda(2\pi Tl)<\lambda$, so $\tilde\omega_n\le(1+\lambda)\omega_n$ and $R\ge R_{\rm LK}$. On the other side, $\tilde\omega_n\ge\tilde\omega_0+2\pi Tn$, and a geometric series bounds $R$ from above:

$$R\le\frac{2Xe^{-X(1+\lambda)}}{1-e^{-2X}}.$$

Writing $R_{\rm LK}=2Xe^{-X(1+\lambda)}/(1-e^{-2X(1+\lambda)})$ and dividing,

$$1\le\frac{R}{R_{\rm LK}}\le\frac{1-e^{-2X(1+\lambda)}}{1-e^{-2X}}.$$

For large $X$ both bounds approach one, whatever the ratio of $T$ to the phonon energies. At fixed field the residue is thus an excess of amplitude, not a loss.

The excess need not vanish as $T\to0$. The frequencies that matter are then set by the field, at roughly $\omega_c/2\pi$. In this limit the standard factor holds only if this scale, too, is small compared with the phonon energies.

## Numbers for a model metal

Take $\alpha^2F=\lambda(\Omega/\Omega_D)^2$ up to $\Omega_D=10$ meV, with $\lambda=0.8$, a band mass of 0.2 electron masses and a field of 10 T. These are round model parameters. The cyclotron energy is 5.788 meV.

At 10 K, $\pi T=2.707$ meV. The zero-temperature scattering spectrum supplies 1.990 meV and its thermal change 0.176 meV:

$$1.990+0.176=2.166\ \text{meV}=0.8\times2.707\ \text{meV}.$$

With the bare term, $\tilde\omega_0=4.873$ meV. The thermal change alone multiplies the leading term by $\exp(-2\pi\times0.1758/5.788)=0.83$. This is appreciable damping, and it is part of $e^{-X(1+\lambda)}$.

The amplitudes below come from the real-energy integral, which agreed with the Matsubara sum in tests to a relative accuracy of $10^{-6}$. The excess at 20 K lies below this tolerance, but the ratio of the second Matsubara term to the first confirms it: with $\lambda(2\pi T)=0.2215$ and $X=5.877$, $e^{-2X[1+\lambda(2\pi T)]}=5.8\times10^{-7}$. The last column is the unjustified extra factor $\exp(-\pi\Gamma/\omega_c)$.

| $T$ (K) | $\Gamma$ (meV) | $R$ | $R/R_{\rm LK}-1$ | extra factor |
|---|---|---|---|---|
| 5 | 0.034 | 0.2104 | $3.0\times10^{-3}$ | 0.982 |
| 10 | 0.270 | 0.02965 | $1.7\times10^{-4}$ | 0.863 |
| 20 | 2.018 | $2.991\times10^{-4}$ | $5.8\times10^{-7}$ | 0.334 |

At 20 K the extra factor would remove two thirds of the amplitude, while the departure from $R_{\rm LK}$ in this model, with its infinitely wide band, is below one part in a million. That figure does not carry over to a finite band: for a flat band of half-width 1 eV the same Migdal equation gives an effective coupling of 0.792 and an amplitude at 20 K about 5% above $R_{\rm LK}$ (1% for 5 eV), mostly as a small shift of the fitted mass.

The size of the excess at 10 K can be traced to the second frequency, $\tilde\omega_1=12.734$ meV. Relative to the first term, the second is $\exp[-2\pi(12.734-4.873)/5.788]=1.97\times10^{-4}$. In $R_{\rm LK}$ it would be $e^{-2X(1+\lambda)}=e^{-10.58}=0.25\times10^{-4}$. The difference is $1.7\times10^{-4}$, as in the table.

**The mass.** Treat the amplitudes at 10 and 20 K as data and fit the standard law. With $a$ the argument of the hyperbolic sine at 10 K,

$$\frac{R(20)}{R(10)}=\frac{2\sinh a}{\sinh2a}=\frac1{\cosh a}=0.010086.$$

This gives $a=5.290$. The bare argument is $X=2.939$, so the mass is $0.2\times5.290/2.939=0.360$ electron masses, equal to $0.2(1+0.8)$ at this precision. Had the extra factors been present, $\cosh a$ would have been larger by $0.8635/0.3344$, and the same fit would have given 0.42.

**The Dingle temperature.** Define $T_D$ by a factor $\exp(-2\pi^2T_D/\omega_c)$. Comparing $R/R_{\rm LK}$ at 8 and 12 T, both at 10 K, gives $T_D=0.005$ K. The rate at the Fermi level would suggest $\Gamma/(2\pi k_B)=0.50$ K, about a hundred times more. The small value is positive although the amplitude exceeds $R_{\rm LK}$. The excess is governed by $\exp[-2\pi(\tilde\omega_1-\tilde\omega_0)/\omega_c]$, which shrinks as the field falls, and a field sweep reads this as weak damping.

**The slope at the Fermi level.** The quantity $-\partial\,\mathrm{Re}\,\Sigma/\partial\varepsilon$ is 0.800 at 0.5 K, rises to 0.853 at 10 K and 0.869 at 20 K, and is 0.055 at 200 K. The fitted mass does not follow it. Nor can one repair this by using the local slope and the local rate together. At 10 K that would give

$$2.707\times1.853+\tfrac12\times0.270=5.15\ \text{meV}$$

in place of 4.873 meV. The self-energy is not linear over an energy range of $\pi T$, so its first two Taylor coefficients do not fix its value at $i\pi T$.

At 200 K, used here as a limit of the model and not as an observable case, $\Gamma=84.3$ meV. This is 0.973 of $2\pi\lambda T$. Scattering at the Fermi level now accounts for nearly all of the phonon term that is read as mass enhancement when the phonons are cold.

Between 1 and 50 K at 10 T, the largest excess over $R_{\rm LK}$ is 1.0%, at the lower end of the range. Below 1 K it levels off, approaching 1.02% as $T\to0$ at this field.

## When the answer changes

If anharmonicity makes $\alpha^2F$ depend on temperature, then $\tilde\omega_0=\pi T[1+\lambda(T)]$, and the exponent is no longer linear in $T$. A band that is narrow or asymmetric on the scale of the phonon energies spoils the integral that gave $-i\pi\,\mathrm{sgn}\,\omega_m$. A coupling that varies around the orbit is a milder case: for many filled levels the cancellation holds at each point of the orbit, and $\lambda$ in the exponent becomes its orbit average, with no extra factor. In a nearly two-dimensional metal with sharp Landau levels, the oscillating part of $\Sigma$ need not be small. Phonons driven out of equilibrium lack the thermal relation between occupation and frequency on which the cancellation rests.

Within the stated model and at large $X$, a measured Dingle factor that remains after division by $R_{\rm LK}$ should be assigned to static disorder. The phonon scattering has already been included through $1+\lambda$. In a real sample, phase smearing from field inhomogeneity, strain or mosaic spread can add to this factor. At smaller $X$ the excess of $R$ over $R_{\rm LK}$ depends on field and can imitate a Dingle factor, so one should then divide by the full $R$ instead.

## Computed values

```
coupling lambda = 0.80 (dimensionless)
phonon cutoff Omega_D = 10.0 meV
band mass = 0.200 electron masses
field = 10.0 T
cyclotron energy with band mass = 5.7884 meV
k_B T at 10 K = 0.8617 meV
At 10 K, parts of the first renormalised Matsubara frequency:
  bare pi k_B T = 2.7072 meV
  from zero-temperature spectrum = 1.9900 meV
  from thermal change of spectrum = 0.1758 meV
  phonon total = 2.1658 meV
  full frequency = 4.8730 meV
  second frequency = 12.7344 meV
  lambda at 2 pi k_B T = 0.4519
T = 5 K, field 10 T:
  X = 1.4693 (dimensionless)
  Gamma at Fermi level = 0.0338 meV
  real-axis amplitude R = 2.10402e-01
  standard factor R_LK = 2.09765e-01
  R/R_LK - 1 = 3.04e-03
  naive extra factor = 0.9818
  slope -dReSigma/dE = 0.8204
T = 10 K, field 10 T:
  X = 2.9386 (dimensionless)
  Gamma at Fermi level = 0.2705 meV
  real-axis amplitude R = 2.96512e-02
  standard factor R_LK = 2.96461e-02
  R/R_LK - 1 = 1.71e-04
  naive extra factor = 0.8635
  slope -dReSigma/dE = 0.8526
T = 20 K, field 10 T:
  X = 5.8773 (dimensionless)
  Gamma at Fermi level = 2.0182 meV
  real-axis amplitude R = 2.99067e-04
  standard factor R_LK = 2.99067e-04
  R/R_LK - 1 = 5.81e-07
  naive extra factor = 0.3344
  slope -dReSigma/dE = 0.8694
largest R/R_LK - 1, 1 to 50 K = 1.00e-02
  reached at T = 1.0 K (0.5 K grid)
slope at 0.5 K = 0.8004
slope at 200 K = 0.0550
Gamma at 200 K = 84.262 meV
Gamma/(2 pi lambda k_B T) at 200 K = 0.9727
apparent mass, 10 and 20 K = 0.36001 electron masses
band mass times (1+lambda) = 0.36000 electron masses
phonon Dingle temperature, 8 and 12 T = 0.00529 K
naive Dingle temperature at 10 K = 0.4995 K
```
